# Two-dimensional bosons: no condensate at finite temperature, but algebraic order: verification in Python

```python
"""
Result under test (hbar = 1, T is an energy, two dimensions):
 (A) Bogoliubov's inequality gives, for lattice bosons with a source nu,
       n_k + 1/2 >= T psi^2 / (nbar k^2/m + 2 nu psi),   m = 1/(2 t a^2),
     whose sum over k diverges logarithmically, so psi -> 0 as nu -> 0.
 (B) Phase fluctuations give G(r) ~ r^(-eta), eta = m^2 T/(2 pi rho_s).
Symbols: t hopping, a spacing, nbar bosons per site, psi = <b>,
n_k occupation, rho_s superfluid mass density, Upsilon = rho_s/m^2 stiffness.
"""
from itertools import product
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq
from scipy.sparse import csr_matrix, diags
from scipy.special import i0e, j0

# ---- Bogoliubov inequality on an exactly diagonalized four-site ring ----
sites, total_max = 4, 10
hop, repulsion, chem, source, temp = 1.0, 4.0, 1.0, 0.3, 1.0
states = [s for s in product(range(total_max + 1), repeat=sites)
          if sum(s) <= total_max]
index = {s: i for i, s in enumerate(states)}
dim_ring = len(states)


def annihilator(j):
    rows, cols, values = [], [], []
    for i, s in enumerate(states):
        if s[j] > 0:
            rows.append(index[s[:j] + (s[j] - 1,) + s[j + 1:]])
            cols.append(i)
            values.append(np.sqrt(s[j]))
    return csr_matrix((values, (rows, cols)), shape=(dim_ring, dim_ring))


b = [annihilator(j) for j in range(sites)]
num = [(x.T @ x).tocsr() for x in b]
ham = csr_matrix((dim_ring, dim_ring))
for j in range(sites):
    bond = b[j].T @ b[(j + 1) % sites]
    ham = ham - hop * (bond + bond.T) - source * (b[j] + b[j].T)
    ham = ham + 0.5 * repulsion * (num[j] @ num[j] - num[j]) - chem * num[j]
energy, vec = np.linalg.eigh(ham.toarray())
prob = np.exp(-(energy - energy[0]) / temp)
prob /= prob.sum()
density_matrix = (vec * prob) @ vec.T


def mean(op):
    entries = op.tocoo()
    return np.sum(entries.data * density_matrix[entries.col, entries.row])


psi = mean(b[0])
filling = mean(num[0])
coherence = mean(b[0].T @ b[1])
assert 0 < coherence <= filling
at_cutoff = np.array([sum(s) == total_max for s in states])
cutoff_weight = np.diag(density_matrix)[at_cutoff].sum()
gap = energy[:, None] - energy[None, :]
close = np.abs(gap) < 1e-9
weight = np.where(close, prob[:, None] / temp,
                  (prob[None, :] - prob[:, None]) / np.where(close, 1, gap))
print("Ring test, energies in units of the hopping:")
print(f"  U = {repulsion}, mu = {chem}, nu = {source}, T = {temp}")
print(f"  up to {total_max} bosons, weight at cutoff {cutoff_weight:.1e}")
print(f"  order parameter psi = {psi:.4f}, filling = {filling:.4f}")
print(f"  bond coherence K = {coherence:.4f}")
for k, name in ((np.pi / 2, "pi/2"), (np.pi, "pi")):
    phase = np.exp(1j * k * np.arange(sites))
    A = sum(np.conj(phase[j]) * b[j] for j in range(sites)) / np.sqrt(sites)
    C = diags(sum(phase[j] * num[j].diagonal() for j in range(sites))).tocsr()
    A_dag, C_dag = A.conj().T.tocsr(), C.conj().T.tocsr()
    first = C @ ham - ham @ C
    double = mean(first @ C_dag - C_dag @ first).real
    formula = sites * (4 * hop * coherence * (1 - np.cos(k))
                       + 2 * source * psi)
    assert abs(double - formula) < 1e-8
    commutator = mean(C @ A - A @ C)
    assert abs(commutator + np.sqrt(sites) * psi) < 1e-8
    occupation = mean(A_dag @ A).real
    symmetric = 0.5 * mean(A @ A_dag + A_dag @ A).real
    # the cutoff in total number slightly changes [b, b^dagger] = 1
    assert abs(symmetric - occupation - 0.5) < 1e-3
    inner = np.sum(np.abs(vec.T @ (A @ vec)) ** 2 * weight)
    assert abs(commutator) ** 2 <= inner * double
    assert inner <= symmetric / temp
    tight = temp * sites * psi**2 / double
    simple = temp * psi**2 / (2 * hop * filling * k**2 + 2 * source * psi)
    assert occupation + 0.5 >= tight >= simple
    print(f"  ka = {name}: n_k + 1/2 = {occupation + 0.5:.4f}, "
          f"T(A,A) = {temp * inner:.4f}")
    print(f"    lower bound with K = {tight:.4f}, with k^2 = {simple:.4f}")


# ---- logarithmic divergence of the Brillouin-zone integral ----
def zone_integral(sigma):
    def f(q):
        x = 2 - 2 * np.cos(q) + sigma
        return 1 / np.sqrt(x * (x + 4)) / np.pi
    edges = [0, 1e-3, 1e-2, 1e-1, np.pi]
    return sum(quad(f, lo, hi, limit=200)[0]
               for lo, hi in zip(edges[:-1], edges[1:]))


print("Zone integral of 1/(lattice k^2 + sigma), and disc lower bound:")
zone_values = []
for sigma in (1e-4, 1e-6):
    value = zone_integral(sigma)
    disc = np.log(1 + np.pi**2 / sigma) / (4 * np.pi)
    assert value > disc
    zone_values.append(value)
    print(f"  sigma = {sigma:.0e}: integral {value:.4f}, disc {disc:.4f}")
growth = zone_values[1] - zone_values[0]
assert abs(growth - np.log(100) / (4 * np.pi)) < 1e-3


# ---- ideal lattice gas with a source: two against three dimensions ----
def thermal_density(mu_abs, dim, T):
    count = int(35 * T / mu_abs) + 5
    l = np.arange(1, count + 1, dtype=float)
    return np.sum(np.exp(-l * mu_abs / T) * i0e(2 * l / T) ** dim)


def ideal_order(nu, dim, T=2.0, nbar=1.0):
    def f(order):
        return order**2 + thermal_density(nu / order, dim, T) - nbar
    return brentq(f, nu / 20, np.sqrt(nbar), xtol=1e-10)


print("Ideal lattice gas, filling 1, T = 2t: condensate fraction psi^2")
fractions = {}
for nu in (1e-2, 1e-3, 1e-4):
    for dim in (2, 3):
        fractions[nu, dim] = ideal_order(nu, dim) ** 2
    print(f"  nu/t = {nu:.0e}: 2D {fractions[nu, 2]:.5f}, "
          f"3D {fractions[nu, 3]:.5f}")
assert fractions[1e-4, 2] < 0.01 < fractions[1e-2, 2]
assert fractions[1e-4, 3] > 0.7
assert abs(fractions[1e-4, 3] - fractions[1e-3, 3]) < 0.02

# ---- logarithm of the phase fluctuations, continuum and lattice ----
cut_r = 200.0
direct = quad(lambda x: (1 - j0(x)) / x, 0, cut_r, limit=500)[0]
asymptotic = np.log(cut_r / 2) + np.euler_gamma
assert abs(direct - asymptotic) < 1e-3
print(f"Continuum, Lambda r = {cut_r:.0f}: integral {direct:.4f}, "
      f"log law {asymptotic:.4f}")


def lattice_log(r):
    def f(q):
        x = 2 - 2 * np.cos(q)
        return (1 - np.cos(q * r)) / np.sqrt(x * (x + 4)) / np.pi
    return 2 * np.pi * quad(f, 0, np.pi, limit=500)[0]


far = 32
lattice_direct = lattice_log(far)
lattice_law = np.log(far) + np.euler_gamma + 1.5 * np.log(2)
assert abs(lattice_direct - lattice_law) < 1e-3
print(f"Lattice, r/a = {far}: integral {lattice_direct:.4f}, "
      f"log law {lattice_law:.4f}")

# ---- quantized sound: doubling r at r T/c = 50, in units of eta ----
reduced_r = 50.0
x = np.linspace(1e-6, 20, 400001)
bessel_change = j0(x * reduced_r) - j0(2 * x * reduced_r)
warm = trapezoid(bessel_change * 0.5 / np.tanh(x / 2), x)
cold = trapezoid(bessel_change * 0.5, x)
assert abs(warm - np.log(2)) < 2e-3
assert abs(cold - 1 / (4 * reduced_r)) < 1e-3
print(f"Quantized sound, r doubled at rT/c = {reduced_r:.0f}:")
print(f"  thermal growth {warm:.4f} (ln 2 = {np.log(2):.4f}), "
      f"zero-point part only {cold:.4f}")


# ---- energy of one vortex on the lattice, in units of the stiffness ----
def vortex_energy(size):
    c = np.arange(size) - (size - 1) / 2
    angle = np.arctan2(c[None, :], c[:, None])
    return sum(np.sum(1 - np.cos(np.diff(angle, axis=ax))) for ax in (0, 1))


vortex_step = vortex_energy(256) - vortex_energy(128)
assert abs(vortex_step - np.pi * np.log(2)) < 0.02
print(f"Vortex energy gain on doubling L: {vortex_step:.4f} stiffness "
      f"(pi ln 2 = {np.pi * np.log(2):.4f})")

# ---- worked example: classical phase model of a highly filled lattice ----
hop_ev, spacing, nbar, temp_ev = 0.001, 100.0, 10.0, 0.014
coupling_ev = 2 * hop_ev * nbar
T_red = temp_ev / coupling_ev
size, copies, warmup, cycles = 32, 16, 150, 900
rng = np.random.default_rng(12345)
spin = np.ones((copies, size, size), complex)
parity = np.add.outer(np.arange(size), np.arange(size)) % 2
masks = [parity == 0, parity == 1]


def local_field(s):
    return (np.roll(s, 1, 1) + np.roll(s, -1, 1)
            + np.roll(s, 1, 2) + np.roll(s, -1, 2))


cos_sum = np.zeros(copies)
current_sum = np.zeros(copies)
power_sum = np.zeros((copies, size, size))
for cycle in range(warmup + cycles):
    for mask in masks:  # heat bath
        h = local_field(spin)[:, mask]
        size_h = np.abs(h)
        turn = rng.vonmises(0.0, size_h / T_red)
        spin[:, mask] = h / size_h * np.exp(1j * turn)
    for _ in range(4):  # energy-conserving reflections
        for mask in masks:
            h = local_field(spin)[:, mask]
            spin[:, mask] = h / np.conj(h) * np.conj(spin[:, mask])
    if cycle >= warmup:
        for axis in (1, 2):
            link = np.conj(spin) * np.roll(spin, -1, axis)
            cos_sum += link.real.mean(axis=(1, 2)) / 2
            current_sum += link.imag.sum(axis=(1, 2)) ** 2 / (2 * size**2)
        power_sum += np.abs(np.fft.fft2(spin)) ** 2

stiff_copies = (cos_sum - current_sum / T_red) / cycles
stiff_red = stiff_copies.mean()
stiff_error = stiff_copies.std(ddof=1) / np.sqrt(copies)
corr = np.fft.ifft2(power_sum / cycles).real / size**2
near_r, far_r = 4, 16
G_near = (corr[:, 0, near_r] + corr[:, near_r, 0]) / 2
G_far = (corr[:, 0, far_r] + corr[:, far_r, 0]) / 2
q = 2 * np.pi * np.arange(size) / size
band = 4 - 2 * np.cos(q)[:, None] - 2 * np.cos(q)[None, :]
band[0, 0] = np.inf
torus = [np.sum((1 - np.cos(q * r))[:, None] / band) / size**2
         for r in (near_r, far_r)]
scale = 2 * np.pi * (torus[1] - torus[0])
eta_corr = np.log(G_near.mean() / G_far.mean()) / scale
eta_copies = np.log(G_near / G_far) / scale
eta_error = eta_copies.std(ddof=1) / np.sqrt(copies)

hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] / const.angstrom
mass = 1 / (2 * (hop_ev / hartree_ev) * (spacing / bohr) ** 2)
rho_au = mass**2 * stiff_red * coupling_ev / hartree_ev
eta = mass**2 * (temp_ev / hartree_ev) / (2 * np.pi * rho_au)
eta_bare = T_red / (2 * np.pi)
# statistical error plus short-distance and finite-size corrections
assert abs(eta_corr / eta - 1) < 0.06
assert eta_corr / eta_bare > 1.12
assert eta < 0.25

print("Worked example:")
print(f"  t = {hop_ev} eV, a = {spacing:.0f} angstrom, nbar = {nbar:.0f}")
print(f"  T = {temp_ev} eV, J = {coupling_ev:.3f} eV, T/J = {T_red:.2f}")
print(f"  band mass m = {mass:.4f} electron masses")
print(f"  lattice {size} x {size}, {copies} copies, {cycles} cycles each")
print(f"  stiffness/J = {stiff_red:.4f} +- {stiff_error:.4f}")
print(f"  stiffness = {stiff_red * coupling_ev:.5f} eV")
print(f"  rho_s = {rho_au / bohr**2:.4e} electron masses/angstrom^2")
print(f"  n_s = {rho_au / mass / bohr**2:.4e} angstrom^-2, "
      f"n = {nbar / spacing**2:.4e} angstrom^-2")
print(f"  G({near_r}a) = {G_near.mean():.4f}, "
      f"G({far_r}a) = {G_far.mean():.4f} (G(0) = 1)")
print(f"  eta from rho_s = {eta:.4f}")
print(f"  eta from correlations = {eta_corr:.4f} +- {eta_error:.4f}")
print(f"  eta with bare stiffness J = {eta_bare:.4f}")
print(f"  vortex limit T = pi*stiffness/2 at this stiffness: "
      f"{np.pi * stiff_red * coupling_ev / 2:.5f} eV")
r_one, r_two = 1e4, 1e8
print(f"  G({r_two:.0e} angstrom)/G({r_one:.0e} angstrom) = "
      f"{(r_two / r_one) ** (-eta):.4f}")
target = 0.1
needed_log = 8 * np.pi * hop_ev * (nbar + 0.5) / (temp_ev * target)
log_source = (np.log(np.pi**2 * hop_ev * np.sqrt(nbar))
              - needed_log - np.log1p(-np.exp(-needed_log))) / np.log(10)
print(f"  bound forces fraction <= {target}: logarithm {needed_log:.1f}, "
      f"log10(nu/eV) = {log_source:.1f}")
print("success")
```

Running it gives:

```
Ring test, energies in units of the hopping:
  U = 4.0, mu = 1.0, nu = 0.3, T = 1.0
  up to 10 bosons, weight at cutoff 3.1e-06
  order parameter psi = 0.7519, filling = 1.1235
  bond coherence K = 0.9620
  ka = pi/2: n_k + 1/2 = 0.7137, T(A,A) = 0.2806
    lower bound with K = 0.1315, with k^2 = 0.0943
  ka = pi: n_k + 1/2 = 0.6093, T(A,A) = 0.1635
    lower bound with K = 0.0694, with k^2 = 0.0250
Zone integral of 1/(lattice k^2 + sigma), and disc lower bound:
  sigma = 1e-04: integral 1.0087, disc 0.9151
  sigma = 1e-06: integral 1.3752, disc 1.2816
Ideal lattice gas, filling 1, T = 2t: condensate fraction psi^2
  nu/t = 1e-02: 2D 0.19635, 3D 0.80153
  nu/t = 1e-03: 2D 0.01815, 3D 0.79011
  nu/t = 1e-04: 2D 0.00023, 3D 0.78646
Continuum, Lambda r = 200: integral 5.1827, log law 5.1824
Lattice, r/a = 32: integral 5.0826, log law 5.0827
Quantized sound, r doubled at rT/c = 50:
  thermal growth 0.6931 (ln 2 = 0.6931), zero-point part only 0.0050
Vortex energy gain on doubling L: 2.1798 stiffness (pi ln 2 = 2.1776)
Worked example:
  t = 0.001 eV, a = 100 angstrom, nbar = 10
  T = 0.014 eV, J = 0.020 eV, T/J = 0.70
  band mass m = 0.3810 electron masses
  lattice 32 x 32, 16 copies, 900 cycles each
  stiffness/J = 0.7770 +- 0.0002
  stiffness = 0.01554 eV
  rho_s = 2.9603e-04 electron masses/angstrom^2
  n_s = 7.7699e-04 angstrom^-2, n = 1.0000e-03 angstrom^-2
  G(4a) = 0.6536, G(16a) = 0.5679 (G(0) = 1)
  eta from rho_s = 0.1434
  eta from correlations = 0.1444 +- 0.0008
  eta with bare stiffness J = 0.1114
  vortex limit T = pi*stiffness/2 at this stiffness: 0.02441 eV
  G(1e+08 angstrom)/G(1e+04 angstrom) = 0.2670
  bound forces fraction <= 0.1: logarithm 188.5, log10(nu/eV) = -83.4
success
```
